# Why a Slope of Two Does Not Prove Simultaneous Two-Photon Initiation

**Q:** I exposed a resist with single laser pulses and measured the fraction of initiator that reacted. On log-log axes it rises with pulse energy with slope two. That proves simultaneous two-photon absorption, doesn't it?

**A:** It shows that the signal is quadratic in the light. Simultaneous absorption predicts that, but so may other routes. Let us first write down your hypothesis. Let $F(t)$ be the photon flux and $\Phi=\int F\,dt$ the photon fluence of one pulse. I define the cross-section $\delta$ so that a molecule absorbs $\delta F^2$ photons per second. Each excitation takes two photons, so the excitation rate is $\delta F^2/2$. For a rectangular pulse of duration $T$, $F=\Phi/T$, and if every excitation initiates,

$$y_{\rm sim}=\tfrac12\delta\left(\frac{\Phi}{T}\right)^2T=\frac{\delta\Phi^2}{2T}.$$

At fixed $T$ the slope is two. Now suppose instead that the first photon lifts the molecule to a real level, where it waits for the second.

**Q:** Then the first step is linear absorption. Why would the slope not be one?

**A:** Because the first photon alone initiates nothing. Let $n_0$, $n_1$ and $y$ be the fractions in the ground state, in the real level and reacted. The level has lifetime $\tau$ and decays back to the ground state. The cross-section $\sigma_a$ is for populating it and $\sigma_b$ for reacting out of it, both with their quantum yields included:

$$\dot n_0=-\sigma_aFn_0+\frac{n_1}{\tau},\qquad \dot n_1=\sigma_aFn_0-\frac{n_1}{\tau}-\sigma_bFn_1,\qquad \dot y=\sigma_bFn_1 .$$

For weak exposure, set $n_0=1$ and drop the small loss $\sigma_bFn_1$ from the second equation. Multiplying what remains by $e^{t/\tau}$ gives $d(n_1e^{t/\tau})/dt=\sigma_aFe^{t/\tau}$, hence

$$n_1(t)=\sigma_a\int_{-\infty}^{t}F(t')e^{-(t-t')/\tau}dt'.$$

Insert this into $\dot y$ and integrate over $t$. The integral covers only $t'<t$. The integrand with $|t-t'|$ is symmetric, so this is half the integral over all times:

$$y_2=\tfrac12\sigma_a\sigma_b\iint F(t)F(t')e^{-|t-t'|/\tau}\,dt\,dt'.$$

Double $F$ and $y_2$ becomes four times larger, whatever the pulse shape or the lifetime. The slope is two.

**Q:** You dropped depletion. Perhaps an accurate slope would expose the difference.

**A:** We can bound the error. Keeping all terms, the second equation integrates to

$$n_1(t)=\sigma_a\int_{-\infty}^tF(t')\,n_0(t')\,e^{-(t-t')/\tau}\,e^{-\sigma_b\int_{t'}^{t}F\,ds}\,dt'.$$

Both new factors are at most one, so $y\le y_2$. Decay only refills the ground state, so $\dot n_0\ge-\sigma_aFn_0$ and $n_0(t')\ge e^{-\sigma_a\int_{-\infty}^{t'}F\,ds}$. The two exponents cover successive time intervals, and together they contain at most the fluence $\Phi$. Therefore

$$e^{-\max(\sigma_a,\sigma_b)\Phi}\le \frac{y}{y_2}\le1 .$$

The slope itself is easy to correct when the pulse is much shorter than $\tau$. Decay during the pulse then drops out, and the fluence $\varphi$ received so far can replace time. To the order needed, $n_0=1-\sigma_a\varphi$, and $dn_1/d\varphi=\sigma_an_0-\sigma_bn_1$ gives

$$n_1=\sigma_a\varphi-\tfrac12\sigma_a(\sigma_a+\sigma_b)\varphi^2 .$$

Integrating $\sigma_bn_1$ from zero to $\Phi$,

$$y=\tfrac12\sigma_a\sigma_b\Phi^2\left[1-\tfrac13(\sigma_a+\sigma_b)\Phi\right],\qquad \frac{d\ln y}{d\ln\Phi}\simeq2-\tfrac13(\sigma_a+\sigma_b)\Phi .$$

At low exposure this correction vanishes. It becomes large only near saturation. For example, if a short pulse has $\sigma_b\Phi\gg1$ but $\sigma_a\Phi\ll1$, nearly every molecule that is lifted also reacts. Then $y\simeq\sigma_a\Phi$ and the slope is one. So a slope of one does not exclude two steps either.

**Q:** Then what can tell the two routes apart?

**A:** Hold the pulse energy fixed and change the duration. For a rectangular pulse starting at $t=0$, the expression for $n_1$ becomes $\sigma_a(\Phi/T)\tau(1-e^{-t/\tau})$. Thus

$$y_2=\sigma_b\frac{\Phi}{T}\int_0^Tn_1\,dt=\sigma_a\sigma_b\frac{\Phi^2}{T^2}\,\tau\left[T-\tau(1-e^{-T/\tau})\right].$$

With $x=T/\tau$ this is

$$y_2=\tfrac12\sigma_a\sigma_b\Phi^2G(x),\qquad G(x)=\frac{2(x-1+e^{-x})}{x^2}.$$

For small $x$, $e^{-x}=1-x+x^2/2-x^3/6+\dots$ gives $G\simeq1-x/3$. The yield is then $\frac12\sigma_a\sigma_b\Phi^2$, independent of duration: the level stores the first excitation, and the second photon may come at any moment in the pulse. Simultaneous absorption has no such store, and its yield falls as $1/T$.

**Q:** So a $1/T$ law would prove my case?

**A:** Not by itself. For large $x$, $G\simeq2/x$, and the sequential yield becomes

$$y_2\simeq\frac{\sigma_a\sigma_b\tau\Phi^2}{T}.$$

This is also a $1/T$ law. Comparison with $\delta\Phi^2/(2T)$ shows that it imitates a simultaneous cross-section $\delta_{\rm app}=2\sigma_a\sigma_b\tau$. The pulse now outlasts the memory, so the second photon must arrive within about $\tau$ of the first.

The local exponent at fixed energy follows from differentiating $\ln G=\ln2+\ln(x-1+e^{-x})-2\ln x$:

$$D=\frac{d\ln y_2}{d\ln T}=\frac{x(1-e^{-x})}{x-1+e^{-x}}-2 .$$

It goes from $0$ for short pulses to $-1$ for long ones. Once $e^{-x}$ is negligible, $D\simeq x/(x-1)-2=-1+1/(x-1)$, which equals $-0.95$ at $x=21$. If your uncertainty is 0.05, a level that lives for $T/21$ therefore still passes as simultaneous with a rectangular pulse. The number depends on the pulse shape: for a Gaussian pulse the exponent reaches $-0.95$ when the full width at half maximum is about $10\tau$, so a level living for a tenth of that width still passes. A measured exponent near $-1$ limits the lifetime of a level; it does not exclude one.

**Q:** Give me a case with numbers.

**A:** Take two-step initiation through a triplet, in the regime of a benzil-like diketone in a viscous acrylate at 405 nm. The parameters are rough, round values: $\tau=20$ µs, $\sigma_a=1.0\times10^{-19}$ cm² and $\sigma_b=2.0\times10^{-19}$ cm². The last is an excited-state absorption cross-section of $1.0\times10^{-17}$ cm² times a reaction yield of 0.02. I assume that the excitations that do not react fall back to the triplet. If a tenth of them went to the ground state instead, the short-pulse energy slope at 12 pJ would be 1.96 rather than the 1.99 found below.

A 12 pJ pulse is focused to a Gaussian spot of waist radius $w=125$ nm. The effective area $\pi w^2/2$ is $2.454\times10^{-10}$ cm², so the peak fluence is 48.9 mJ/cm². Dividing by the photon energy, 3.061 eV, gives $\Phi=9.97\times10^{16}$ cm⁻². Hence $\sigma_a\Phi=0.00997$ and $\sigma_b\Phi=0.01994$.

For $T=0.2$ µs, $x=0.01$ and $G=0.9967$. The weak law gives

$$y_2=\tfrac12(0.00997)(0.01994)(0.9967)=9.91\times10^{-5}.$$

The full rate equations give $9.81\times10^{-5}$, lower by 0.99 %. The bound allowed about 2 %. Roughly 102 such pulses would convert 1 % of the initiator at the centre of the spot.

Here are the results of the full equations at 12 pJ. The simultaneous law in the last column has been scaled to agree at 0.2 µs.

| $T$ (µs) | Energy slope | Sequential yield, relative | Simultaneous yield, relative |
|---:|---:|---:|---:|
| 0.2 | 1.990 | 1.000 | 1.0000 |
| 2 | 1.990 | 0.971 | 0.1000 |
| 20 | 1.992 | 0.739 | 0.0100 |
| 200 | 1.997 | 0.182 | 0.0010 |
| 2000 | 2.000 | 0.020 | 0.0001 |

The slope never leaves two by more than 0.01, and the short-pulse formula explains the first entry: $2-(0.00997+0.01994)/3=1.990$. From 0.2 to 2 µs the sequential yield loses 3 %, while the simultaneous one loses 90 %. The table treats the level as filled at once; with the 5 ns formation time discussed below, the sequential yield instead gains 1.5 % over this step. Yet from 200 to 2000 µs the sequential yield falls about ninefold, close to the tenfold fall of a $1/T$ law. Someone who worked only there could draw the wrong conclusion.

**Q:** I usually measure a writing threshold, not a yield.

**A:** Let the threshold be a fixed reacted fraction after a fixed number of pulses. The sequential law then keeps $\Phi^2G$ constant, so the threshold energy scales as $G^{-1/2}$. The simultaneous law keeps $\Phi^2/T$ constant, so it scales as $T^{1/2}$. Start both at 12 pJ for 0.2 µs. At 20 µs the thresholds are 14.0 pJ and 120 pJ; at 2000 µs they are 85 pJ and 1200 pJ. With the 5 ns formation time discussed below, the sequential values become 13.6 pJ and 83 pJ.

This assumes that the resist responds to the reacted fraction alone, however the events are spread in time. It also matters what you plot. If a signal varies as $y^p$, its energy slope is $2p$, and the slope no longer counts photons even in the weak limit.

**Q:** Could the size of the cross-section have warned me?

**A:** In this example, yes. Reading the data as simultaneous absorption means computing $\delta_{\rm app}=2yT/\Phi^2$. With 1 GM $=10^{-50}$ cm⁴ s, that gives $3.95\times10^5$ GM at 0.2 µs and $7.92\times10^7$ GM at 2000 µs. The long-pulse limit is

$$2(10^{-19})(2\times10^{-19})(2\times10^{-5})=8\times10^{-43}\ \text{cm}^4\,\text{s}=8\times10^7\ \text{GM}.$$

A true simultaneous cross-section should not grow with $T$ in the regime where its rate law holds. For comparison, a channel with an assumed $\delta=100$ GM would supply only $2.5\times10^{-4}$ of the sequential yield at 0.2 µs.

**Q:** Simultaneous absorption is often drawn through a virtual level. Why does that level not store anything?

**A:** Consider states $g$, $v$ and $f$. Both steps have Rabi frequency $\Omega$, the two photons together are resonant with $f$, and $v$ is detuned by a large $\Delta$. In the rotating frame, with $\hbar=1$,

$$i\dot c_v=\Delta c_v+\tfrac12\Omega(c_g+c_f).$$

For large $\Delta$ the amplitude follows the field, $c_v\simeq-\Omega(c_g+c_f)/(2\Delta)$. Insert this into $i\dot c_f=\frac12\Omega c_v$:

$$i\dot c_f=V(c_g+c_f),\qquad V=-\frac{\Omega^2}{4\Delta}.$$

The equation for $c_g$ has the same right-hand side. The term $Vc_f$ shifts $f$, and its partner shifts $g$ equally, so the resonance is kept. What remains is a direct coupling $V$ between $g$ and $f$. The amplitude in $v$ follows the field and does not accumulate. This leaves out collisions that dephase the coherence between $g$ and $v$, whether they act on $v$ or on $g$. At a rate $\gamma_{gv}$ they put a real population of about $\gamma_{gv}\Omega^2T/(2\Delta^2)$ in $v$, linear in the pulse energy, and this can exceed the population of $f$.

Let the coherence between $g$ and $f$ decay at rate $\gamma$. For weak excitation $\rho_{gg}\simeq1$, so $\dot\rho_{fg}=-\gamma\rho_{fg}-iV$ and $\rho_{fg}=-iV(1-e^{-\gamma t})/\gamma$. The population obeys $\dot\rho_{ff}=-iV(\rho_{gf}-\rho_{fg})$. Since $\rho_{gf}=\rho_{fg}^*$, this equals $2V^2(1-e^{-\gamma t})/\gamma$. Integrating over the pulse,

$$\rho_{ff}=\frac{2V^2}{\gamma}\left[T-\frac{1-e^{-\gamma T}}{\gamma}\right]=V^2T^2\,G(\gamma T).$$

**Q:** That is the same $G$!

**A:** Yes, with a different memory time. Because $V\propto\Omega^2\propto F$, the product $VT$ is fixed at fixed pulse energy. The $1/T$ law thus needs $\gamma T\gg1$, which is also where the rate $\delta F^2/2$ makes sense. What is remembered here is a coherence, for a time $1/\gamma$; in the sequential route it is a population, for a time $\tau$.

I tested this with the full three-level density matrix at $\Delta=1000\gamma$. At $\gamma T=50$ the energy slope is 2.000. Doubling the duration to $\gamma T=100$ at fixed energy gives an exponent of $-0.985$. The formula agrees: $G(100)/G(50)=0.0198/0.0392=0.5051$, and $\log_2 0.5051=-0.985$.

**Q:** My pulses come in a train. Does that matter?

**A:** It can, because the level may carry population from one pulse to the next. Take two pulses separated by $m$ periods $P$. The first photon comes at time $u'$ in the earlier pulse and the second at $u$ in the later one. Averaging $e^{-(mP+u-u')/\tau}$ over both times gives

$$e^{-mP/\tau}\,\frac{1-e^{-x}}{x}\,\frac{e^x-1}{x}=e^{-mP/\tau}\left[\frac{\sinh(x/2)}{x/2}\right]^2 .$$

The order of the two pulses is fixed, so there is no factor one half. Summing the geometric series over $m\ge1$ gives the steady yield per pulse in the weak limit:

$$y_2=\sigma_a\sigma_b\Phi^2\left\{\tfrac12G(x)+\frac{[\sinh(x/2)/(x/2)]^2}{e^{P/\tau}-1}\right\}.$$

With 0.2 µs pulses every 2 µs, this weak limit gives 20 times the yield of an isolated pulse. At 12 pJ the stored population is no longer small, and the full rate equations give at most about 15 times. For the pulse durations in the table, a dark gap of 200 µs reduces the carry-over to about 0.01 % of the single-pulse yield or less. For pulses shorter than the triplet formation time discussed below, the isolated yield shrinks and this share grows, to 0.14 % at 1 ns and 1.4 % at 0.1 ns. The period is therefore a second test. At fixed pulse energy and duration, the simultaneous yield per pulse does not depend on $P$, provided the dark gap between pulses is much longer than the coherence time $1/\gamma$ and the resist itself has recovered.

**Q:** If shorter is better, I should use the shortest pulse I can get.

**A:** Not for finding the plateau. A triplet is not filled at once: it forms from an excited singlet in a time $\tau_d$, roughly 5 ns here. After a sudden excitation its population is

$$\int_0^s\frac{e^{-s'/\tau_d}}{\tau_d}e^{-(s-s')/\tau}ds'=\frac{e^{-s/\tau}-e^{-s/\tau_d}}{1-\tau_d/\tau}.$$

This replaces $e^{-s/\tau}$ in the double integral. Each exponential contributes its own $G$, so

$$G\left(\frac T\tau\right)\ \longrightarrow\ \frac{G(T/\tau)-G(T/\tau_d)}{1-\tau_d/\tau}.$$

For $T\ll\tau_d\ll\tau$, using $G\simeq1-x/3$ in both terms leaves $T/(3\tau_d)$. The sequential yield of an isolated pulse now *rises* with duration, since most triplets form after the light has gone. The plateau needs $\tau_d\ll T\ll\tau$. At 0.2 µs the delay costs 4.9 % of the yield.

The simultaneous channel can therefore win for very short pulses. Equating $\sigma_a\sigma_bT/(3\tau_d)$ with $\delta/T$ gives $T=\sqrt{3\tau_d\delta/(\sigma_a\sigma_b)}\simeq0.87$ ns for 100 GM. The full expression gives 0.89 ns. This estimate leaves out absorption by the excited singlet, which could open another sequential route. The same resist may thus change mechanism with the pulse while the slope stays at two.

**Q:** How far should I trust this for a real resist?

**A:** Trust the scaling more than the time axis. In a real resist, dissolved oxygen quenches triplets, so $\tau$ can differ greatly from 20 µs and can vary during exposure. If it were 2 µs, $G$ for a 2 µs pulse would be 0.736 instead of 0.967. The reaction yield is also uncertain, but in the weak limit it cancels from relative yields. For a viscosity of 0.7 Pa s and 0.02 mol/L initiator, diffusion spreads triplets by about 8 nm in one lifetime, small beside the 125 nm waist. An isolated 12 pJ pulse heats the resist by at most about 0.05 K, the value with no heat loss, and conduction out of the spot (0.15 to 0.2 W/(m K)) lowers this to about 0.01 K for a 0.2 µs pulse; in a train that stores triplets, each pulse deposits more heat, because the stored triplets absorb too. After an isolated 12 pJ pulse, encounters between triplets remove at most about 4 % of them per lifetime; a train that stores triplets loses more. If each encounter excites one partner to the reactive state, they add about 2 % to the yield. That route is also quadratic, because its rate goes as $n_1^2$.

Direct initiation by the first photon is a different matter. If a linear part makes up a share $f$ of the signal, the slope is $f\cdot1+(1-f)\cdot2=2-f$. A direct yield of only $9.8\times10^{-4}$ per first photon would add 10 % to the signal at 12 pJ. Then $f=0.1/1.1=0.091$, and with depletion the slope is 1.90.

**Q:** So what may I claim from my measurement?

**A:** From the slope, that initiation is second order in the light over the range you measured. To argue for simultaneous absorption, use isolated pulses of fixed energy and show that the yield keeps falling as $1/T$ down to your shortest pulse. Then state the longest level lifetime that your error bars still allow. If your signal is proportional to the reacted fraction, and the curve flattens while $\gamma T\gg1$ and the slope is still two, the first excitation is being stored. The numerical output below gives the values at each duration.

## Table of computed values

```
wavelength 405 nm, photon energy 3.061 eV
beam waist radius 125 nm, effective area 2.454e-10 cm2
pulse energy 12.0 pJ, peak fluence 48.9 mJ/cm2
peak photon fluence Phi 9.968e+16 cm^-2
level lifetime 20 us, formation time 5 ns
sigma_a 1.0e-19 cm2, sigma_b 2.0e-19 cm2
excited absorption 1.0e-17 cm2, reaction yield 0.02
sigma_a*Phi 0.00997, sigma_b*Phi 0.01994
peak power at 0.2 us 60.0 uW
reacted fraction per 0.2 us pulse 9.806e-05
pulses for 1 % reacted, small-dose estimate 102
T 0.2 us: G 0.9967, yield 9.806e-05, energy slope 1.990
  relative yield: sequential 1.0000, simultaneous 1.0000
  threshold pJ: sequential 12.00, simultaneous 12.0
  duration exponent -0.0033, apparent delta 3.95e+05 GM
T 2.0 us: G 0.9675, yield 9.520e-05, energy slope 1.990
  relative yield: sequential 0.9709, simultaneous 0.1000
  threshold pJ: sequential 12.18, simultaneous 37.9
  duration exponent -0.0328, apparent delta 3.83e+06 GM
T 20.0 us: G 0.7358, yield 7.250e-05, energy slope 1.992
  relative yield: sequential 0.7393, simultaneous 0.0100
  threshold pJ: sequential 13.97, simultaneous 120.0
  duration exponent -0.2817, apparent delta 2.92e+07 GM
T 200.0 us: G 0.1800, yield 1.784e-05, energy slope 1.997
  relative yield: sequential 0.1819, simultaneous 0.0010
  threshold pJ: sequential 28.19, simultaneous 379.5
  duration exponent -0.8889, apparent delta 7.18e+07 GM
T 2000.0 us: G 0.0198, yield 1.967e-06, energy slope 2.000
  relative yield: sequential 0.0201, simultaneous 0.0001
  threshold pJ: sequential 84.81, simultaneous 1200.0
  duration exponent -0.9899, apparent delta 7.92e+07 GM
long-pulse apparent delta 8.00e+07 GM
exponent -0.95 is reached at T/tau 21.00
density matrix, virtual level: energy slope 2.000
density matrix, virtual level: duration exponent -0.985
depletion lowers 0.2 us yield by 0.99 %
formation delay lowers 0.2 us yield by 4.87 %
largest carry-over with 200 us dark gap 0.0090 %
weak-limit yield gain per 0.2 us pulse at 2 us period 20.08
true simultaneous channel, delta 100 GM: 2.53e-04 of yield at 0.2 us
simultaneous channel wins for isolated pulses below 0.89 ns
initiator 0.02 mol/L, viscosity 0.7 Pa s, radius 0.4 nm
temperature 298 K, heat capacity 1.8 J/(cm3 K)
triplet annihilation loss per lifetime, upper size 3.76 %
initiation added by annihilation 1.91 % of yield
lateral diffusion length in one lifetime 7.9 nm
temperature rise per pulse, no heat loss 0.049 K
direct yield per first photon adding 10 % signal 9.84e-04
energy slope with that linear background 1.900
```
